# Two Interacting Polarizable Atoms and the Axial Polarization Catastrophe

Two identical neutral atoms sit side by side in a uniform electric field. The field polarizes each of them, and each induced dipole produces a field of its own at the place of the other. If the applied field points along the line joining the atoms, these extra fields reinforce it: the dipoles grow, so the extra fields grow, and so on. When the atoms are far apart this feedback is a small correction. As they approach, it strengthens, and one must ask whether the induced dipoles stay finite.

For point-polarizable atoms they do not. With polarizability volume \(\alpha\) and separation \(r\), the polarizabilities of the pair along and across its axis are

\[
\alpha_\parallel=\frac{2\alpha}{1-2\alpha/r^3},\qquad
\alpha_\perp=\frac{2\alpha}{1+\alpha/r^3},\qquad r^3>2\alpha .
\]

The first diverges as \(r\) falls to \(r_c=(2\alpha)^{1/3}\). This is the polarization catastrophe of the pair. It is derived below first from the local fields and then from the energy. The second route also shows why the formulas lose their meaning inside \(r_c\).

## The model and the dipole field

Each atom is an isotropic point without a permanent dipole. It responds linearly to the local field, meaning the total field at its position apart from its own:

\[
\mathbf p=\alpha\,\mathbf E_{\rm loc}.
\]

Fields are in Gaussian form, so \(\alpha\) is a volume; the SI polarizability is \(4\pi\varepsilon_0\alpha\). The applied field \(\mathbf E\) is static and uniform. The atoms are held in place, exchange no charge, do not overlap, and interact without retardation.

The field of a dipole follows from Coulomb's law. Put a charge \(-q\) at the origin and \(+q\) at a small displacement \(\mathbf d\), with \(\mathbf p=q\mathbf d\). To first order in \(\mathbf d\), the potential at \(\mathbf R\) is

\[
\phi=\frac{q}{|\mathbf R-\mathbf d|}-\frac{q}{R}
=-\mathbf p\cdot\nabla\frac1R .
\]

The field is \(-\nabla\phi\), so its components are \(\sum_j T_{ij}p_j\) with

\[
T_{ij}=\partial_i\partial_j\frac1R .
\]

The first derivative is \(\partial_j(1/R)=-R_j/R^3\). Differentiating again, and using \(\partial_iR^{-3}=-3R_i/R^5\), gives

\[
T_{ij}=\frac{3R_iR_j}{R^5}-\frac{\delta_{ij}}{R^3}
=\frac{3n_in_j-\delta_{ij}}{r^3},
\]

where \(R=r\) and \(\mathbf n\) is the unit vector along the pair. Reversing \(\mathbf n\) leaves \(T\) unchanged, so the same tensor carries the field of atom 1 to atom 2 and back. On the axis \(T\mathbf n=(2/r^3)\mathbf n\). For a unit vector \(\mathbf e\) perpendicular to \(\mathbf n\), \(T\mathbf e=-(1/r^3)\mathbf e\). An axial dipole therefore supports a parallel neighbour, while a transverse dipole opposes it, half as strongly. Write

\[
x=\frac{\alpha}{r^3}
\]

for the dimensionless coupling.

## First derivation: self-consistent local fields

Each atom feels the applied field and the field of its neighbour:

\[
\mathbf p_1=\alpha(\mathbf E+T\mathbf p_2),\qquad
\mathbf p_2=\alpha(\mathbf E+T\mathbf p_1).
\]

Subtracting the equations, and then adding them, gives

\[
(1+\alpha T)(\mathbf p_1-\mathbf p_2)=0,\qquad
(1-\alpha T)(\mathbf p_1+\mathbf p_2)=2\alpha\mathbf E .
\]

The matrix in the first equation has eigenvalues \(1+2x\) on the axis and \(1-x\) across it. For \(r^3>2\alpha\) we have \(x<1/2\), so neither vanishes and \(\mathbf p_1=\mathbf p_2\). The second equation then gives the total dipole

\[
\mathbf P=\mathbf p_1+\mathbf p_2=2\alpha(1-\alpha T)^{-1}\mathbf E .
\]

The eigenvalues of \(1-\alpha T\) are \(1-2x\) on the axis and \(1+x\) across it. Dividing by them gives the two stated polarizabilities. For a field in any direction, splitting \(\mathbf E\) into its axial and transverse parts yields the tensor

\[
\alpha^{\rm pair}_{ij}=\alpha_\perp\delta_{ij}
+(\alpha_\parallel-\alpha_\perp)n_in_j .
\]

The axial local field is \(p/\alpha=E/(1-2x)\). It is this field that diverges; the atomic polarizability \(\alpha\) stays fixed throughout.

### The feedback, round by round

The same equations can be solved by repetition. In the first round each atom responds to \(E\) alone. In each later round it responds to \(E\) plus the field of its neighbour's previous dipole. For an axial field, the pair response after \(N\) rounds is

\[
\alpha_\parallel^{(N)}=2\alpha\left[1+2x+(2x)^2+\dots+(2x)^{N-1}\right].
\]

This geometric series converges to \(2\alpha/(1-2x)\) if \(2x<1\), that is, if \(r>r_c\). Across the axis the ratio is \(-x\), so successive corrections alternate in sign and the sum is reduced.

Take the round model value \(\alpha=4\) Å\(^3\), for which \(r_c=8^{1/3}=2\) Å. At \(r=4\) Å, \(x=4/64=0.0625\) and the axial ratio is \(0.125\). The first four rounds give 8, 9, 9.125 and 9.141 Å\(^3\), approaching \(8/0.875=9.143\) Å\(^3\). At \(r=1.9\) Å the ratio is 1.166, and the rounds give 8.0, 17.3, 28.2, 40.9 and 55.7 Å\(^3\), with growing increments. Yet the closed formula returns a finite number there, \(-48.1\) Å\(^3\).

The local-field equations do have that negative solution. Nor does the failure of the repetition settle its status, because the rounds are a way of solving equations and not a motion in time. Whether the atoms could rest in such a state is a question about energy.

## Second derivation: minimum of the energy

Give each atom a mechanism: a mobile charge \(q\), bound by a spring of constant \(k\) to a fixed charge \(-q\). Their mutual Coulomb force within one atom is taken to be included in the spring. In a field \(E\) on an isolated atom, equilibrium requires \(kd=qE\). Hence \(p=qd=(q^2/k)E\), and

\[
\alpha=\frac{q^2}{k}.
\]

The spring energy is \(kd^2/2=p^2/(2\alpha)\), and the energy in the applied field is \(-\mathbf E\cdot\mathbf p\). For the interaction, let \(\phi_2\) be the potential of atom 2. The charges of atom 1 have in it the energy

\[
q\phi_2(\mathbf R_1+\mathbf d_1)-q\phi_2(\mathbf R_1)
\simeq\mathbf p_1\cdot\nabla\phi_2=-\mathbf p_1\cdot T\mathbf p_2 .
\]

This counts each pair of charges on different atoms once, so no factor of one half is needed. The total is

\[
U=\frac{p_1^2+p_2^2}{2\alpha}-\mathbf p_1\cdot T\mathbf p_2
-\mathbf E\cdot(\mathbf p_1+\mathbf p_2).
\]

Introduce the parallel and opposed combinations

\[
\mathbf s=\frac{\mathbf p_1+\mathbf p_2}{\sqrt2},\qquad
\mathbf a=\frac{\mathbf p_1-\mathbf p_2}{\sqrt2}.
\]

Then \(p_1^2+p_2^2=s^2+a^2\). Since \(T\) is symmetric, the mixed terms cancel in

\[
\mathbf p_1\cdot T\mathbf p_2
=\tfrac12(\mathbf s+\mathbf a)\cdot T(\mathbf s-\mathbf a)
=\tfrac12(\mathbf s\cdot T\mathbf s-\mathbf a\cdot T\mathbf a).
\]

The energy separates:

\[
U=\tfrac12\mathbf s\cdot(\alpha^{-1}-T)\mathbf s
+\tfrac12\mathbf a\cdot(\alpha^{-1}+T)\mathbf a
-\sqrt2\,\mathbf E\cdot\mathbf s .
\]

The uniform field acts on \(\mathbf s\) alone. The stiffness of each kind of displacement, multiplied by \(\alpha\), is

- parallel dipoles on the axis: \(1-2x\);
- opposed dipoles on the axis: \(1+2x\);
- parallel dipoles across the axis: \(1+x\), for two directions;
- opposed dipoles across the axis: \(1-x\), for two directions.

For \(x<1/2\) all are positive and \(U\) has a single minimum. Let \(K\) be the stiffness of one component \(s\) of \(\mathbf s\), and \(E\) the field component in that direction. Completing the square,

\[
\tfrac12Ks^2-\sqrt2Es
=\tfrac12K\left(s-\frac{\sqrt2E}{K}\right)^2-\frac{E^2}{K}.
\]

The minimum lies at \(s=\sqrt2E/K\), where \(\mathbf a=0\). The total dipole is \(P=\sqrt2\,s=2E/K\), so the pair polarizability is \(2/K\). With \(K=(1-2x)/\alpha\) on the axis and \(K=(1+x)/\alpha\) across it, the earlier results return. The minimum energy \(-E^2/K\) equals \(-\tfrac12(2/K)E^2\), as it should for an induced dipole.

### What happens at and inside the critical separation

As \(r\) falls, the parallel axial stiffness is the first to vanish, at \(2x=1\). There the cost of stretching the two springs is cancelled by the attraction between the dipoles. An axial field then leaves an energy linear in \(s\), which has no minimum. Inside \(r_c\), \(K<0\), and the energy falls without limit as \(|s|\) grows. The negative solution found above is the maximum of \(U\) along this coordinate: the forces balance there, but the equilibrium is unstable and any small disturbance carries the charges away from it. The transverse formula remains finite inside \(r_c\), but it too describes no stable static response, because a small parallel axial displacement, released from rest, grows.

The opposed transverse stiffness vanishes at \(x=1\), or \(r=\alpha^{1/3}\), which is 1.587 Å in the example. This lies inside the region that is already unstable, and a uniform field does not drive that displacement.

The growth can be followed in time if each mobile charge has mass \(m\) and no friction. Let \(\omega_0^2=k/m\). The kinetic energy is

\[
\frac m2(\dot d_1^2+\dot d_2^2)
=\frac{m}{2q^2}(\dot s^2+\dot a^2)
=\frac{\dot s^2+\dot a^2}{2\alpha\omega_0^2},
\]

because \(q^2=\alpha k=\alpha m\omega_0^2\). Without an applied field, the parallel axial component obeys \(\ddot s/(\alpha\omega_0^2)=-Ks\), and therefore

\[
\omega^2=\omega_0^2(1-2x).
\]

The oscillation slows as the static response rises: \(\omega/\omega_0\) is 0.935 at 4 Å, 0.699 at 2.5 Å and 0.369 at 2.1 Å. At 1.9 Å, \(\omega^2\) is negative. A small displacement released from rest then grows as \(\cosh\gamma t\), with \(\gamma=0.408\,\omega_0\). After a time \(5/\omega_0\) it has grown by a factor of 3.91.

## Limits and numbers

Far apart, \(x\) is small and the two responses expand as

\[
\alpha_\parallel=2\alpha(1+2x+4x^2+8x^3+\dots),
\]
\[
\alpha_\perp=2\alpha(1-x+x^2-x^3+\dots).
\]

The average over orientations counts one axial and two transverse directions:

\[
\bar\alpha=\frac{\alpha_\parallel+2\alpha_\perp}{3}
=2\alpha(1+2x^2+2x^3+\dots).
\]

The first-order terms cancel because \(T\) has zero trace. The anisotropy therefore falls off as \(r^{-3}\), but the change of the mean as \(r^{-6}\). At 20 Å, \(x=5\times10^{-4}\), so the leading relative excess of the mean is \(2x^2=5\times10^{-7}\). The computed value is \(5.0025\times10^{-7}\), and the small remainder is the term \(2x^3\).

Near the divergence, write \(r=r_c(1+\delta)\) with small positive \(\delta\). Since \(2\alpha=r_c^3\),

\[
1-\frac{2\alpha}{r^3}=1-(1+\delta)^{-3}=3\delta-6\delta^2+\dots
\]

and to leading order

\[
\alpha_\parallel\simeq\frac{2\alpha}{3\delta}
=\frac{2\alpha r_c}{3(r-r_c)} .
\]

The next term multiplies this by \(1+2\delta\). At \(\delta=10^{-4}\) the solved response exceeds the leading law by a factor of 1.0002, as expected.

Between these limits, the example with \(\alpha=4\) Å\(^3\) gives the following values, to be compared with 8 Å\(^3\) for two isolated atoms.

| \(r\) (Å) | \(x\) | \(\alpha_\parallel\) (Å\(^3\)) | \(\alpha_\perp\) (Å\(^3\)) | \(\bar\alpha\) (Å\(^3\)) |
|---|---|---|---|---|
| 10 | 0.004 | 8.06 | 7.97 | 8.00 |
| 4 | 0.0625 | 9.14 | 7.53 | 8.07 |
| 3 | 0.148 | 11.37 | 6.97 | 8.43 |
| 2.5 | 0.256 | 16.39 | 6.37 | 9.71 |
| 2.1 | 0.432 | 58.75 | 5.59 | 23.31 |

At 4 Å the arithmetic is \(\alpha_\parallel=8/(1-0.125)=9.14\) Å\(^3\) and \(\alpha_\perp=8/(1+0.0625)=7.53\) Å\(^3\). In SI units these are \(1.017\times10^{-39}\) and \(8.38\times10^{-40}\) C m\(^2\)/V. At 2.1 Å, only 5% outside \(r_c\), the axial local field is 7.3 times the applied one, while the transverse response has merely fallen by about 30%.

As a test, the equilibrium of explicit spring-bound charges with their full Coulomb forces was found at these five separations. With unit charges \(\pm e\) and a weak field of \(10^{-5}\,e/\text{Å}^2\), it agrees with both formulas within a relative tolerance of \(10^{-5}\). The agreement belongs to weak fields. At 2.1 Å an axial field of \(10^{-3}\,e/\text{Å}^2\) already gives a deviation of 0.5%, and near \(5\times10^{-3}\,e/\text{Å}^2\) (0.07 V/Å) the equilibrium disappears. It is only a local minimum, since a mobile charge can fall onto the fixed charge of the neighbour. The numerical output lists the values in more detail.

## What each derivation assumes

Both derivations rest on point dipoles, a linear response, and the absence of overlap and charge transfer. They differ in what they add.

The local-field route needs the relation \(\mathbf p=\alpha\mathbf E_{\rm loc}\) and the superposition of fields. It does not ask what holds the charges or whether an energy exists. This makes it short, but it finds stationary solutions without telling stable ones from unstable ones. The restriction \(r>r_c\) must be brought in from outside.

The energy route assumes in addition that the response comes from a conservative restoring force. In return, the condition \(K>0\) supplies the range of validity, and the divergence appears as the loss of a minimum. The frequencies need a further assumption, an inertia without friction; the static polarizabilities and \(r_c\) do not depend on it.

The shared assumptions fail near the catastrophe itself. For any fixed applied field with a component along the axis, the predicted dipoles eventually become too large for a linear law. If the restoring force stiffens enough at large displacement to outgrow the attraction between the dipoles, they stay finite, and the infinite value marks the end of the linear description.

### A charge cloud of finite size

The point dipole is the other weak assumption, since \(r_c\) is comparable with the size of an atom. Its effect can be estimated by replacing each point charge by a rigid Gaussian cloud with density proportional to \(\exp(-s^2/a^2)\), where \(s\) is now the distance from the cloud's centre and \(a\) its width. Each Cartesian coordinate has variance \(a^2/2\) in one cloud, so the difference of two such coordinates has variance \(a^2\). The interaction of two unit clouds is thus the potential \(f(R)\) of a single Gaussian charge

\[
\rho(R)=\frac{e^{-R^2/2a^2}}{(2\pi)^{3/2}a^3}.
\]

The solution is \(f=g/R\), with \(g=\operatorname{erf}u\) and \(u=R/(\sqrt2a)\). Indeed,

\[
g'=\frac{2u}{\sqrt\pi R}e^{-u^2},\qquad
g''=-\frac{4u^3}{\sqrt\pi R^2}e^{-u^2},
\]

and \(g''/R=-\sqrt{2/\pi}\,a^{-3}e^{-u^2}=-4\pi\rho\), which is Poisson's equation. Also, \(f\) is finite at the origin and tends to \(1/R\) far away.

The axial coupling, formerly \(2/r^3\), is the second derivative of \(f\) at \(R=r\):

\[
f''=\frac{g''}{r}-\frac{2g'}{r^2}+\frac{2g}{r^3}
=\frac{2}{r^3}\left[\operatorname{erf}u
-\frac{2u}{\sqrt\pi}(1+u^2)e^{-u^2}\right].
\]

The parallel axial stiffness times \(\alpha\) becomes \(1-\alpha f''\). Unlike \(2/r^3\), \(f''\) has a finite maximum. For \(a=1\) Å and \(\alpha=4\) Å\(^3\), the largest feedback \(\alpha f''\) is 0.331, reached at 2.28 Å. The axial response peaks at \(8/(1-0.331)\simeq12.0\) Å\(^3\) and does not diverge at any separation.

At fixed \(r/a\) the coupling scales as \(a^{-3}\), so the largest feedback reaches one at \(a=(0.331)^{1/3}\) Å \(\simeq0.69\) Å. For narrower clouds the parallel axial displacement still becomes unstable at some separation; for wider ones it does not. These numbers hold for \(\alpha=4\) Å\(^3\) and for fixed charges smeared as widely as the mobile ones. In the parallel mode the mobile charges keep their distance, so the feedback comes from each mobile cloud and the neighbour's fixed charge. If the fixed charges are left as points, the variance in that interaction is halved. The largest feedback for \(a=1\) Å, taken at zero displacement, then rises by \(2^{3/2}\) to 0.937, and the critical width rises to about 0.98 Å. Smearing bounds the coupling in either case, but the size of the bound depends strongly on how the charge is distributed.

This conclusion concerns the parallel axial displacement. When the centres nearly coincide, the expansion of \(f\) gives \(f''(0)=-\sqrt{2/\pi}/(3a^3)\), and the opposed axial stiffness times \(\alpha\) is \(1+\alpha f''(0)\). For \(a=1\) Å this is about \(-0.06\), so the model is unstable there in another way. The opposed transverse stiffness has the same value at coincidence and turns negative first as the atoms approach, at about 0.46 Å. The static response formula has no physical meaning below that separation. At such overlap, exchange and bonding, which the model omits, cannot be neglected. The separation \(r_c\) is therefore a property of point-polarizable atoms and a warning about their use at short range, not a prediction that two real atoms polarize without limit.

## Numbers as computed

```
atomic polarizability volume alpha = 4.000 angstrom^3
two isolated atoms, 2 alpha = 8.000 angstrom^3
critical separation r_c = 2.0000 angstrom
opposed transverse mode limit = 1.5874 angstrom
r = 10.0 angstrom: alpha/r^3 = 0.00400, axial local field/E = 1.0081
  axial 8.0645, transverse 7.9681, mean 8.0003 angstrom^3
r = 4.0 angstrom: alpha/r^3 = 0.06250, axial local field/E = 1.1429
  axial 9.1429, transverse 7.5294, mean 8.0672 angstrom^3
r = 3.0 angstrom: alpha/r^3 = 0.14815, axial local field/E = 1.4211
  axial 11.3684, transverse 6.9677, mean 8.4346 angstrom^3
r = 2.5 angstrom: alpha/r^3 = 0.25600, axial local field/E = 2.0492
  axial 16.3934, transverse 6.3694, mean 9.7108 angstrom^3
r = 2.1 angstrom: alpha/r^3 = 0.43192, axial local field/E = 7.3442
  axial 58.7534, transverse 5.5869, mean 23.3091 angstrom^3
SI atomic polarizability = 4.4506e-40 C m^2/V
SI axial at 4 angstrom = 1.0173e-39 C m^2/V
SI transverse at 4 angstrom = 8.3776e-40 C m^2/V
axial series ratio at r = 4.0 angstrom: 0.1250
  pair response after rounds 1 to 5 (angstrom^3): 8.0000, 9.0000, 9.1250, 9.1406, 9.1426
axial series ratio at r = 1.9 angstrom: 1.1664
  pair response after rounds 1 to 5 (angstrom^3): 8.0000, 17.3308, 28.2138, 40.9072, 55.7121
algebraic axial formula at r = 1.9 angstrom (no static response): -48.091 angstrom^3
parallel axial mode at r = 4.0 angstrom: omega/omega0 = 0.9354
parallel axial mode at r = 2.5 angstrom: omega/omega0 = 0.6986
parallel axial mode at r = 2.1 angstrom: omega/omega0 = 0.3690
growth rate/omega0 at r = 1.9 angstrom = 0.4079
amplitude growth there after time 5/omega0 = 3.908
near-divergence check at r/r_c - 1 = 1.0e-04: solve/law = 1.00020
relative mean excess at r = 20 angstrom = 5.0025e-07
Gaussian cloud width a = 1.00 angstrom
  strongest axial feedback alpha*coupling = 0.3312
  separation of strongest feedback = 2.2820 angstrom
  largest axial pair response = 11.9618 angstrom^3
critical cloud width = 0.6919 angstrom
```
